\section*{Total versus normal energy at a planar sputtering barrier}

\section*{An atom arriving from below}

An argon ion strikes copper and sets target atoms moving. Some of them reach the surface from inside, travelling in many directions, and must overcome the attraction of the atoms they leave behind. Take an atom that arrives with kinetic energy $E=7$ eV at $\theta=60^\circ$ to the outward normal, where the surface binding is represented by a planar barrier of height $U=3.5$ eV. Does it leave?

One answer compares the two energies: 7 eV exceeds 3.5 eV, so the atom is sputtered. The belief examined here is that this test, $E>U$, is a harmless simplification of the test on the energy of motion along the normal, $E\cos^2\theta>U$.

The belief has reasonable grounds. Energy conservation does demand $E>U$. For fast atoms the two tests nearly agree: at 35 eV, the planar barrier passes 90\% of the atoms that an isotropic flux brings to it. A factor of order one might also seem absorbable into $U$, which is seldom known precisely. But a cascade delivers mostly slow atoms, and for these the tests differ strongly. For an isotropic flux falling as $1/E^2$, the total-energy test doubles the yield, and adjusting $U$ to hide the doubling leaves the slow end of the energy spectrum wrong.

\section*{What a planar barrier can take}

Let $z$ point out of the solid, and let the potential energy $V(z)$ rise smoothly from 0 inside to $U$ outside. It does not depend on $x$ or $y$, so there is no tangential force. For an atom of mass $M$,
\begin{equation}
v_x,\,v_y=\text{constant},\qquad
\tfrac12 Mv_z^2+V(z)=\text{constant}.
\end{equation}
The tangential energy $E\sin^2\theta$ is carried through unchanged and cannot pay for the climb. With $\mu=\cos\theta$, the normal energy is $E\mu^2$, and the atom escapes if and only if
\begin{equation}
E\mu^2>U .
\label{eq:escape}
\end{equation}
The borderline case of equality carries no current. Since $\mu\le1$, the condition $E>U$ is necessary but not sufficient. The atom in the opening example has normal energy $7\times(1/2)^2=1.75$ eV. It is turned back, although its total energy is twice the barrier.

At a given $E>U$, condition (\ref{eq:escape}) defines an escape cone of half-angle $\arccos\sqrt{U/E}$. For $U=3.5$ eV this is $20.7^\circ$ at 4 eV, $45.0^\circ$ at 7 eV and $71.6^\circ$ at 35 eV.

\section*{The factor of two}

The size of the error depends on the flux arriving from below. Suppose that, over outward directions, the angular flux per incident ion is isotropic and equal to $A/E^2$ per unit energy and solid angle. Angular flux is counted through a small area facing the direction of motion. The number crossing the surface plane contains a further projection factor $\mu$. Integrating over azimuth gives $d\Omega=2\pi\,d\mu$, so the crossing current is
\begin{equation}
dJ=\frac{A}{E^2}\,\mu\,2\pi\,d\mu\,dE
=\frac{B}{E^2}\,2\mu\,d\mu\,dE,\qquad B=\pi A .
\label{eq:current}
\end{equation}
Here $B$ has the unit eV per ion, and $\int_0^1 2\mu\,d\mu=1$.

The fraction of this current transmitted at energy $E$ is
\begin{equation}
T(E)=\int_{\sqrt{U/E}}^1 2\mu\,d\mu=1-\frac UE .
\label{eq:T}
\end{equation}
The total-energy test replaces $T$ by 1 for every $E>U$. The two yields, in atoms per ion, are therefore
\begin{align}
Y_{\rm t}&=\int_U^\infty\frac{B}{E^2}\,dE=\frac BU,\\
Y_{\rm n}&=\int_U^\infty\frac{B}{E^2}\left(1-\frac UE\right)dE
=\frac BU-BU\,\frac{1}{2U^2}=\frac{B}{2U}.
\end{align}
At the same internal flux and the same barrier, $Y_{\rm t}/Y_{\rm n}=2$. The ratio does not depend on $B$ or $U$, so a more accurate binding energy would not remove the error.

The excess lies close to threshold. Its part from energies below some $E_*>U$ is
\begin{equation}
\int_U^{E_*}\frac{BU}{E^3}\,dE
=\frac{B}{2U}\left[1-\left(\frac{U}{E_*}\right)^2\right].
\end{equation}
The whole excess is $B/(2U)$, so three quarters of it comes from $U<E<2U$. The near agreement of the tests at high energy is real, but only a tenth of the arriving atoms with $E>U$ have energies above $10U$.

The same result follows from the equations of motion without using condition (\ref{eq:escape}). In the variables $U/E$ and $\mu^2$, the current (\ref{eq:current}) with $E>U$ is uniform on the unit square, because $dE/E^2=-d(U/E)/U$ and $2\mu\,d\mu=d(\mu^2)$. Newton's equations were integrated for 41,400 atoms spread evenly over this square. The barrier rose as $V=U(3s^2-2s^3)$, with $s$ running from 0 to 1 across its width. The total-energy test accepts every one of these atoms. The number accepted divided by the number that escaped was 1.9998, and a share 0.7498 of the returned atoms had $E<2U$.

\section*{A copper example in numbers}

Take $U=3.5$ eV and $B=14$ eV per ion. Then
\begin{align}
Y_{\rm n}&=\frac{14}{2\times3.5}=2.0\ \text{atoms/ion},\\
Y_{\rm t}&=\frac{14}{3.5}=4.0\ \text{atoms/ion}.
\end{align}
For an ion current density $j=1.0$ mA/cm$^2$ and atom density $n=8.5\times10^{22}$ cm$^{-3}$, the surface recedes at the rate $Yj/(en)$, where $e$ is the elementary charge and the ions are singly charged. With $10^7$ nm per cm and 60 s per minute, the normal-energy test gives
\begin{equation}
\frac{2.0\times1.0\times10^{-3}}
{1.602\times10^{-19}\times8.5\times10^{22}}
\times10^7\times60\approx 88\ \text{nm/min},
\end{equation}
and the total-energy test gives 176 nm/min. An etch timed with the second figure would remove half the intended depth, if the first described the surface.

These parameters are meant to resemble copper under 500 eV argon ions. The barrier is close to copper's cohesive energy, the atom density is a rough value for the metal, and a yield of about two atoms per ion is of the right rough size. That yield is not a prediction, because $B$ was chosen to produce it. One assumption that a real bombarded surface can break is flatness on the atomic scale. An atom standing proud of its neighbours may be bound in a way that depends less on direction. As a trial, let 10\% of the area, under the same incident current, have a barrier that costs $U$ in every direction. That part emits $Y_{\rm t}$, so the overestimate becomes
\begin{equation}
\frac{Y_{\rm t}}{0.9\,Y_{\rm n}+0.1\,Y_{\rm t}}
=\frac{4.0}{1.8+0.4}\approx1.82 .
\end{equation}
The 10\% is not a measured property of copper. If the whole surface behaved in this way, the total-energy test would be the right one. The mistake is to combine that test with a planar barrier.

\section*{What refitting the barrier repairs and what it misses}

One could use the total-energy test with a larger barrier $U'$. For the inverse-square flux, $B/U'=B/(2U)$ gives $U'=2U=7.0$ eV, and the yield returns to 2.0 atoms per ion. The emitted energies show what has been lost.

Let $E_1$ and $\mu_1$ be the energy and direction cosine outside. The planar barrier removes $U$ from the normal energy alone:
\begin{equation}
E_1=E-U,\qquad E_1\mu_1^2=E\mu^2-U .
\end{equation}
At fixed $E$, differentiating the second relation gives $2E_1\mu_1\,d\mu_1=2E\mu\,d\mu$. Hence $2\mu\,d\mu=(E_1/E)\,2\mu_1\,d\mu_1$. Since $dE=dE_1$, the current (\ref{eq:current}) becomes
\begin{equation}
dJ=\frac{B\,E_1}{(E_1+U)^3}\,2\mu_1\,d\mu_1\,dE_1 .
\label{eq:outside}
\end{equation}
The energy factor vanishes at $E_1=0$. Its derivative is proportional to $(E_1+U)-3E_1$, so its maximum lies at $E_1=U/2=1.75$ eV.

The total-energy test needs an extra rule for the exit direction. Planar refraction cannot supply it, because half of the accepted atoms would have negative normal energy outside. If the direction is left unchanged, the emitted current is
\begin{equation}
dJ_{\rm t}=\frac{B}{(E_1+U)^2}\,2\mu_1\,d\mu_1\,dE_1 ,
\end{equation}
which is largest at zero energy. Both expressions contain the same factor $2\mu_1$, the cosine law of emission. A measured cosine distribution would therefore not distinguish the two rules, whereas the slow end of the energy spectrum would.

To compare the slow ends, write $s=E_1+U$ and integrate (\ref{eq:outside}) over angle and up to $E_1$. Dividing by $Y_{\rm n}=B/(2U)$ gives the fraction emitted below $E_1$:
\begin{align}
F_{\rm n}(E_1)
&=2U\int_U^{s}\left(\frac1{q^2}-\frac{U}{q^3}\right)dq\nonumber\\
&=2U\left(\frac1{2U}-\frac1s+\frac{U}{2s^2}\right)
=\left(\frac{E_1}{E_1+U}\right)^2 .
\end{align}
For the total-energy test with barrier $U'$, the corresponding fraction is
\begin{equation}
F_{\rm t}(E_1)=U'\left(\frac1{U'}-\frac1{E_1+U'}\right)
=\frac{E_1}{E_1+U'} .
\end{equation}
Below 1 eV the planar barrier emits $(1/4.5)^2=4.9\%$ of the atoms. The total-energy test gives $1/4.5=22\%$ with the original barrier and $1/8=12.5\%$ with the refitted one. The median energies are 8.45 eV for the planar barrier, 3.5 eV for the unrefitted test and 7.0 eV after refitting. The refit brings the median nearer, but it still predicts about two and a half times too many atoms below 1 eV. The mean energy is repaired much better. With the internal flux cut off at the 474 eV found below, it is 24.3 eV for the planar barrier, 13.8 eV for the unrefitted test and 23.0 eV after refitting. The remaining error matters when the number of slow atoms is wanted, and much less for the total energy carried away.

\section*{When the factor is not two}

The number 2 comes from the assumed flux. For a flux $CE^{-p}$ with $p>1$ and the same angular factor,
\begin{align}
Y_{\rm t}&=\frac{C\,U^{1-p}}{p-1},\\
Y_{\rm n}&=C\,U^{1-p}\left(\frac1{p-1}-\frac1p\right)
=\frac{C\,U^{1-p}}{p(p-1)} .
\end{align}
The ratio is $p$: a spectrum $E^{-1.8}$ gives 1.8. A steeper spectrum puts more of its atoms near threshold and makes the error larger.

The inverse-square law is least secure near threshold, where binding inside the solid also matters. Replacing $B/E^2$ by $B/(E+b)^2$ is a simple way to weaken the slow part. With a trial value $b=1$ eV, numerical integration gives a ratio of 1.85.

At the other end, a natural cutoff is the largest energy that a single elastic collision with the ion can give to an atom at rest. For masses $M_1=39.95$ and $M_2=63.55$ atomic mass units,
\begin{equation}
E_{\rm m}=\frac{4M_1M_2}{(M_1+M_2)^2}\times500\ \text{eV}=474\ \text{eV}.
\end{equation}
Stopping both yield integrals there, with $\epsilon=U/E_{\rm m}$, gives
\begin{align}
Y_{\rm t}&=\frac BU(1-\epsilon),\\
Y_{\rm n}&=\frac BU\left[(1-\epsilon)-\frac{1-\epsilon^2}{2}\right]
=\frac{B}{2U}(1-\epsilon)^2 .
\end{align}
The ratio is $2/(1-\epsilon)=2.015$. It rises slightly because the cutoff removes fast atoms, on which the tests nearly agree. A recoil with the full $E_{\rm m}$ moves into the solid, so this is only an upper limit for atoms arriving from below, and a flux that fades earlier shifts the ratio more: a sharp cut at 100 eV gives 2.07, and a factor $1-\sqrt{E/E_{\rm m}}$ on the flux gives 2.13.

Direction matters too. For each $\mu$, the correct energy integral starts at $U/\mu^2$ and equals $B\mu^2/U$; the total-energy integral equals $B/U$. If the angular flux is proportional to $1+a\mu$, the ratio is
\begin{equation}
\frac{\int_0^1\mu(1+a\mu)\,d\mu}
{\int_0^1\mu^3(1+a\mu)\,d\mu}
=\frac{1/2+a/3}{1/4+a/5} .
\end{equation}
Trial values $a=-0.3$ and $a=0.3$ give 2.11 and 1.94. These are not measured values for copper, and $a$ is taken to be the same at all energies; for ions of a few hundred eV, or in a single crystal, the flux need not be close to isotropic. The word ``isotropic'' also needs care. If the crossing current itself, rather than the angular flux, were uniform in solid angle, the projection factor would be absent and the ratio would be $1/\int_0^1\mu^2\,d\mu=3$.

\section*{Could the returned atoms escape later?}

The calculation counts one approach to the barrier. A reflected atom goes back into the solid and might be turned outward again, which would weaken the objection. Consider one elastic collision with an equal-mass atom at rest. After a deflection $\vartheta$, the incoming atom keeps energy $E\cos^2\vartheta$.

Suppose the atom moves inward at angle $\alpha$ below the surface plane, so that $\sin\alpha=\mu$. To leave at angle $\alpha'$ above the plane it must turn through at least $\alpha+\alpha'$. Its normal velocity, as a fraction of its original speed, is then at most
\begin{equation}
\cos(\alpha+\alpha')\sin\alpha'
=\tfrac12\left[\sin(\alpha+2\alpha')-\sin\alpha\right]
\le\tfrac12(1-\mu).
\end{equation}
With $r=\sqrt{U/E}$, escape requires $\mu<1-2r$. The atom was returned in the first place because $\mu<r$. The smaller limit applies, and the two meet at $r=1/3$. Since $dE/E^2$ has magnitude $2r\,dr/U$, the current that could be rescued is at most
\begin{equation}
\frac BU\left[\int_0^{1/3}2r^3\,dr
+\int_{1/3}^{1/2}2r(1-2r)^2\,dr\right]
=\frac BU\left(\frac1{162}+\frac1{216}\right)
=\frac{7B}{648U}.
\end{equation}
Divided by $Y_{\rm n}$, this is $7/324$, or 2.2\%. The struck atom obeys the same relation between energy and angle, and the two cannot both move outward because their total momentum points inward. The ceiling therefore covers either atom.

If the same atom makes two ideally aimed collisions, a numerical scan of directions puts the ceiling between 7\% and 8\% of $Y_{\rm n}$. After two collisions three atoms share the inward momentum, so a second atom may also escape; this adds at most about 0.5\% of $Y_{\rm n}$ and brings the total near 8\%. These figures assume perfect aim, so they are limits and not estimates. They do not bound long sequences of gentle deflections, which lose less energy; those would require a full collision calculation.

Two other omissions are small for these parameters. At 400 K the thermal energy is 0.034 eV, about 1\% of the barrier. A copper atom with energy $U$ has a wavelength of 0.0019 nm, far below the atomic distances over which a surface barrier rises, so classical motion is a sound description here. The values quoted for this example are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
barrier height U: 3.50 eV
cascade current strength B: 14.0 eV per ion
ion energy: 500 eV
ion current density: 1.0 mA/cm2
copper atom density (rough): 8.5e+22 1/cm3
E = 4 eV: escape cone 20.7 deg, transmitted fraction 0.125
E = 7 eV: escape cone 45.0 deg, transmitted fraction 0.500
E = 14 eV: escape cone 60.0 deg, transmitted fraction 0.750
E = 35 eV: escape cone 71.6 deg, transmitted fraction 0.900
normal energy of 7 eV atom at 60 deg: 1.75 eV
yield, normal-energy test: 2.000 atoms/ion
yield, total-energy test: 4.000 atoms/ion
yield ratio, quadrature: 2.0000
yield ratio, trajectories: 1.9998
number of trajectories: 41400
erosion rate, normal test: 88.1 nm/min
erosion rate, total test: 176.2 nm/min
share of excess from U < E < 2U: 0.7500
same share from trajectories: 0.7498
most probable emitted energy, planar: 1.750 eV
median emitted energy, planar: 8.45 eV
median emitted energy, total test: 3.50 eV
refitted barrier for total test: 7.00 eV
yield with refitted barrier: 2.000 atoms/ion
median emitted energy, refitted: 7.00 eV
share emitted below 1 eV, planar: 4.94 %
share emitted below 1 eV, total test: 22.22 %
share emitted below 1 eV, refitted: 12.50 %
maximum recoil energy (cutoff): 474.0 eV
yields with cutoff, normal and total: 1.971, 3.970 atoms/ion
yield ratio with cutoff: 2.0149
yield ratio for flux E^-1.8: 1.800
yield ratio for flux E^-1.6: 1.600
yield ratio, isotropic crossing current: 3.000
yield ratio for angular flux 1 + (-0.3)*mu: 2.105
yield ratio for angular flux 1 + (0.3)*mu: 1.935
yield ratio for flux 1/(E + 1.0 eV)^2: 1.846
yield ratio, 10 % direction-independent patches: 1.818
re-emission ceiling, one collision: 2.14 % of yield
re-emission ceiling, two collisions: 7.4 % of yield
thermal energy kT at 400 K: 0.0345 eV
kT/U: 0.98 %
copper wavelength at energy U: 0.00193 nm
\end{verbatim}
